# The derivative of a self-consistent hybrid energy with exact-exchange fraction, part 1

(Sections cited here and not found follow in the second part.)

## First half: the derivative and why the orbitals drop out

### A model with one orbital parameter

Let the shape of the orbitals be described by a single number $x$, and let the energy depend on it and on a mixing fraction $a$ through

$$E_a(x)=E_0+\tfrac12 kx^2+a(u+vx),\qquad k>0 .$$

At $a=0$ the best orbitals have $x=0$. The bracket is the energy difference between two descriptions of exchange, and $a$ says how much of one replaces the other. The number $v$ tells how strongly that replacement pulls on the orbitals, and $k$ how stiffly they resist.

For a given $a$ the self-consistent value $x_a$ makes the energy stationary:

$$\frac{\partial E_a}{\partial x}=kx+av=0\quad\Longrightarrow\quad x_a=-\frac{av}{k}.$$

Inserting this value gives

$$E(a)=E_0+\frac{a^2v^2}{2k}+au-\frac{a^2v^2}{k}=E_0+au-\frac{a^2v^2}{2k},$$

and therefore

$$\frac{dE}{da}=u-\frac{av^2}{k}=u+vx_a .$$

The right-hand side is the bracket evaluated at the current $x_a$. The orbitals do change with $a$, since $dx_a/da=-v/k$, yet no term containing this rate is left. The chain rule shows where it went:

$$\frac{dE}{da}=(u+vx_a)+(kx_a+av)\frac{dx_a}{da}.$$

The second bracket is the stationarity condition, and it is zero.

Suppose instead that $x$ follows some other rule, $x=ra$ with $r\neq -v/k$. Then $E=E_0+\tfrac12kr^2a^2+au+vra^2$, and

$$\frac{dE}{da}=u+2vra+kr^2a=(u+vx)+r(kx+av).$$

Now the last term survives for $a\neq0$ and $r\neq0$. The simple derivative belongs to self-consistent orbitals, not to any orbitals that happen to be at hand.

### The hybrid functional

Consider a molecule with fixed nuclei. The orbitals are real, and they are expanded in a finite basis that does not depend on $a$. The numbers of spin-up and spin-down electrons are fixed, and each occupied spin orbital holds one electron. The whole set of occupied orbitals is called $\Phi$. The energy of a global hybrid is

$$E_a[\Phi]=T+V+J+aX+(1-a)S+E_c .$$

Here $T$ is the kinetic energy of the orbitals. The term $V$ contains the attraction of the electrons to the nuclei and the repulsion among the nuclei. The Hartree energy, in atomic units, is

$$J=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

with $n$ the total electron density. The exact exchange energy is

$$X=-\frac12\sum_\sigma\sum_{ij}\iint\frac{\phi_{i\sigma}(\mathbf r)\phi_{j\sigma}(\mathbf r)\phi_{i\sigma}(\mathbf r')\phi_{j\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

where $i$ and $j$ run over the occupied orbitals of spin $\sigma$. "Exact" refers to this expression for the given orbitals. It does not mean that the orbitals, or the total energy, are exact.

The semilocal exchange energy $S$ is an integral over a function of the spin densities and their gradients at each point. The correlation energy $E_c$ is a functional of the same kind. Neither has an explicit dependence on $a$, and $E_c$ is not scaled by $a$. Both $X$ and $S$ are negative energies in the cases treated here, so the sign of their difference has to be followed with care.

Define

$$W[\Phi]=X[\Phi]-S[\Phi].$$

For two fractions $a$ and $b$ and the same orbitals, all terms without a prefactor cancel in the difference:

$$E_b[\Phi]-E_a[\Phi]=(b-a)X+\big[(1-b)-(1-a)\big]S .$$

The square bracket equals $-(b-a)$, so

$$E_b[\Phi]=E_a[\Phi]+(b-a)W[\Phi]. \tag{1}$$

At fixed orbitals the energy is a straight line in the mixing fraction.

Let $\Phi_a$ be the self-consistent orbitals at fraction $a$, and write

$$E(a)=E_a[\Phi_a],\qquad g(a)=W[\Phi_a]=X[\Phi_a]-S[\Phi_a].$$

The statement to be proved is

$$\boxed{\frac{dE}{da}=g(a)=X[\Phi_a]-S[\Phi_a]} \tag{2}$$

### Proof from the variational principle

Assume first that $\Phi_a$ minimises $E_a$ among all orbital sets allowed by the basis and the electron numbers. This minimum principle concerns the chosen functional. It does not make $E(a)$ an upper bound to the true energy, because an approximate functional can lie below it.

The orbitals $\Phi_a$ are a legitimate trial set for the functional at another fraction $b$. They cannot give less than its minimum. With (1),

$$E(b)\le E_b[\Phi_a]=E(a)+(b-a)g(a). \tag{3}$$

The roles of $a$ and $b$ may be exchanged:

$$E(a)\le E(b)+(a-b)g(b).$$

Moving terms across the inequality turns this into

$$(b-a)g(b)\le E(b)-E(a). \tag{4}$$

Take $b>a$. Division of (3) and (4) by the positive number $b-a$ gives

$$g(b)\le\frac{E(b)-E(a)}{b-a}\le g(a). \tag{5}$$

For $b<a$ the divisor is negative and both inequality signs turn round, so the quotient lies between $g(a)$ below and $g(b)$ above. If $g$ is continuous at $a$, then $g(b)\to g(a)$ as $b\to a$ from either side. The difference quotient is squeezed between two quantities with the same limit, and (2) follows.

No derivative of an orbital was needed. The variational principle supplies two bounds, one from carrying the orbitals forward and one from carrying them back.

### When the required continuity holds

In a finite basis the continuity of $g$ can be traced to a simpler condition: the minimising set of orbitals at $a$ is unique, apart from rotations among occupied orbitals of the same spin, which change neither the density nor the energy. The functionals are assumed continuous in the density matrices.

Let $b_m\to a$. The density matrices of normalised orbitals in a finite basis form a closed and bounded set. Any sequence of minimisers $\Phi_{b_m}$ therefore has a subsequence whose density matrices converge to those of some allowed set $\Phi_*$. Since $\Phi_{b_m}$ is a minimiser,

$$E_{b_m}[\Phi_{b_m}]\le E_{b_m}[\Phi_a].$$

In the limit this becomes $E_a[\Phi_*]\le E_a[\Phi_a]$. But $\Phi_a$ is the unique minimiser, so $\Phi_*$ and $\Phi_a$ are the same state. Every convergent subsequence thus leads to the same value $W[\Phi_a]$, and $g(b_m)\to g(a)$.

If two different states are degenerate at $a$, this argument fails. Let their energies be $E_1$ and $E_2$, with slopes $g_1>g_2$ at the crossing. Just to the right of it, the state with slope $g_2$ is lower. Just to the left, the state with slope $g_1$ is lower, because going left its energy falls faster or rises more slowly. The lowest energy has a kink, with left derivative $g_1$ and right derivative $g_2$. Equation (2) still applies along each smooth branch, but no single derivative exists for the lower envelope. If a calculation follows the lowest state, $g$ jumps at the crossing. A calculation continued from earlier orbitals may instead stay on its branch beyond the crossing and show no jump.

### Concavity

Inequality (5) says more than the derivative itself. As $a$ increases, $g$ cannot increase. The energy of the minimising state is therefore a concave function of $a$. This can also be seen directly. Let $q=(1-t)a+tb$ with $0\le t\le1$. Linearity at fixed orbitals gives

$$E(q)=E_q[\Phi_q]=(1-t)E_a[\Phi_q]+tE_b[\Phi_q].$$

Each energy on the right is at least the corresponding minimum, so

$$E(q)\ge(1-t)E(a)+tE(b).$$

The physical content is that the orbitals adapt to the new functional, and adapting can lower the energy but not raise it. A straight line drawn from $a$ with slope $g(a)$ is the energy the molecule would have if its orbitals stayed frozen. The self-consistent energy lies on or below that line.

Where (2) holds over an interval, integration gives

$$E(b)-E(a)=\int_a^b g(t)\,dt. \tag{6}$$

The integrand at each $t$ needs orbitals converged at that $t$. Using $g(a)$ throughout is the frozen-orbital approximation. For $b>a$ its excess over the true result is

$$E(a)+(b-a)g(a)-E(b)=\int_a^b\big[g(a)-g(t)\big]dt\ge0 .$$

For a smooth branch the integrand begins as $-(t-a)g'(a)$, and the excess begins as $-\tfrac12(b-a)^2g'(a)$. It is of second order in the change of fraction.

### Proof from stationarity

A self-consistent calculation finds a stationary point. This may be a local minimum, or even a saddle in the space of orbitals. For such a solution inequality (3) is not guaranteed, but (2) remains true if the solution changes smoothly with $a$. The proof uses matrices.

Let $c_\sigma$ hold the expansion coefficients of the occupied orbitals of spin $\sigma$, one orbital per column. Let $O$ be the overlap matrix of the basis functions. Orthonormality and the density matrix read

$$c_\sigma^{\mathsf T}Oc_\sigma=1,\qquad D_\sigma=c_\sigma c_\sigma^{\mathsf T}.$$

The Fock matrix $F_\sigma$ is defined by the first-order change of the energy at fixed $a$:

$$\delta E_a=\sum_\sigma\operatorname{tr}(F_\sigma\,\delta D_\sigma). \tag{7}$$

Its exchange part shows how the factors arise. With the two-electron integrals $(\mu\kappa|\nu\lambda)$, the exchange matrix is

$$K_{\mu\nu}[D_\sigma]=\sum_{\kappa\lambda}(\mu\kappa|\nu\lambda)D_{\sigma,\kappa\lambda},\qquad X=-\frac12\sum_\sigma\operatorname{tr}(D_\sigma K[D_\sigma]).$$

A variation acts on both density matrices in $X$. The two contributions are equal by the symmetry of the integrals, so the factor one half disappears and $\delta X=-\sum_\sigma\operatorname{tr}(K[D_\sigma]\delta D_\sigma)$. The full matrix is

$$F_\sigma=h+J_{\rm H}-aK[D_\sigma]+(1-a)v_{S,\sigma}+v_{c,\sigma},$$

where $h$ is the one-electron part, $J_{\rm H}$ the Hartree matrix, and the last two matrices come from the variations of $S$ and $E_c$.

Now vary the orbitals. Since $\delta D_\sigma=\delta c_\sigma c_\sigma^{\mathsf T}+c_\sigma\delta c_\sigma^{\mathsf T}$ and $F_\sigma$ is symmetric, $\delta E_a=2\sum_\sigma\operatorname{tr}(\delta c_\sigma^{\mathsf T}F_\sigma c_\sigma)$. The constraints are included by subtracting $\sum_\sigma\operatorname{tr}[\varepsilon_\sigma(c_\sigma^{\mathsf T}Oc_\sigma-1)]$ with symmetric multiplier matrices $\varepsilon_\sigma$. The variation of this term is $2\sum_\sigma\operatorname{tr}(\delta c_\sigma^{\mathsf T}Oc_\sigma\varepsilon_\sigma)$. Free variations then require

$$F_\sigma c_\sigma=Oc_\sigma\varepsilon_\sigma. \tag{8}$$

Let a prime denote the total derivative with respect to $a$. The explicit dependence of the functional on $a$ contributes $X-S$, and the orbitals contribute through (7):

$$\frac{dE}{da}=g(a)+\sum_\sigma\operatorname{tr}(F_\sigma D_\sigma'). \tag{9}$$

For one spin, inserting $D_\sigma'=c_\sigma'c_\sigma^{\mathsf T}+c_\sigma c_\sigma'^{\mathsf T}$ and moving factors cyclically within the trace gives

$$\operatorname{tr}(F_\sigma D_\sigma')=\operatorname{tr}(c_\sigma^{\mathsf T}F_\sigma c_\sigma')+\operatorname{tr}(c_\sigma'^{\mathsf T}F_\sigma c_\sigma).$$

Equation (8) and its transpose, $c_\sigma^{\mathsf T}F_\sigma=\varepsilon_\sigma c_\sigma^{\mathsf T}O$, turn this into

$$\operatorname{tr}\!\left[\varepsilon_\sigma\left(c_\sigma^{\mathsf T}Oc_\sigma'+c_\sigma'^{\mathsf T}Oc_\sigma\right)\right]
=\operatorname{tr}\!\left[\varepsilon_\sigma\frac{d}{da}(c_\sigma^{\mathsf T}Oc_\sigma)\right]=0 .$$

The last step holds because $O$ does not depend on $a$ and the orbitals remain orthonormal. Equation (9) reduces to (2).

The changes of the Hartree, exchange and correlation potentials have not been neglected. They influence $D_\sigma'$, and the energy change caused by any allowed $D_\sigma'$ vanishes to first order at a stationary point.

### What must be added in other cases

If the orbitals are not self-consistent, (9) is still the chain rule, but its last term generally survives. If the correlation energy also contains $a$, the explicit derivative $\partial E_c/\partial a$ must be added. The same holds for an empirical correction whose parameters are changed together with $a$. If a perturbative correlation energy is added after the orbitals have been converged without it, the orbitals do not in general make the final total energy stationary. The response of the orbitals must then be included, and so must the change of the orbital energies that enter the perturbative term.

## Second half: barriers, relaxed geometries and a worked reaction

### Symbols and results carried over

The hybrid energy contains the fraction $a$ of exact exchange $X$, the fraction $1-a$ of semilocal exchange $S$, and an unscaled correlation energy $E_c$. The Hartree energy is $J$. The converged energy is $E(a)$, and $g(a)=X-S$ is evaluated with the orbitals converged at that same $a$. For a smooth self-consistent branch at fixed nuclei,

$$\frac{dE}{da}=g(a).$$

If the orbitals minimise the functional, $g$ does not increase with $a$. For orbitals that are not self-consistent, the derivative has the further term $\sum_\sigma\operatorname{tr}(F_\sigma\,dD_\sigma/da)$, with $F_\sigma$ the Fock matrix and $D_\sigma$ the density matrix of spin $\sigma$.

### One electron

With a single occupied orbital $\phi$, the density is $n=\phi^2$, and the double sum in the exact exchange has one term:

$$X=-\frac12\iint\frac{\phi(\mathbf r)^2\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=-J .$$

Exact exchange removes the repulsion of the electron with itself. Semilocal exchange generally leaves the remainder $J+S$. Hence

$$g=X-S=-(J+S).$$

For one electron the derivative is the exchange part of the self-interaction error with its sign reversed. An error in $E_c$ for one electron is a separate matter, and changing $a$ does not remove it at fixed density.

For a smooth self-consistent branch at fixed nuclei, the derivative of the hybrid energy with respect to $a$ is exact minus semilocal exchange at the converged orbitals; for one electron this is the exchange self-interaction error with its sign reversed. It remains to apply the result to reaction barriers, to let the geometries relax, and to test it on the reaction of H with H$_2$.
